\section*{Splitting of graphene's G band under uniaxial strain, part 1}

(Sections cited here and not found follow in the second part.)

\section{Symmetry and the two branches}

Let a flat graphene sheet lie in the $xy$ plane, with $x$ along a carbon--carbon bond. A uniform strain is described by a symmetric tensor $\varepsilon_{ij}$: a lattice vector $\mathbf R$ becomes $(1+\varepsilon)\mathbf R$, and there is no added rotation. Tension is positive. For uniaxial loading along a unit vector $\mathbf l$, with $\mathbf t$ the in-plane unit vector perpendicular to it,
\begin{equation}
\varepsilon_{ij}=\varepsilon\,(l_il_j-\nu\,t_it_j).
\label{eq:strain}
\end{equation}
Here $\varepsilon$ is the longitudinal strain and $\nu$ is minus the ratio of transverse to longitudinal strain. For a free sheet, $\nu$ is graphene's own Poisson ratio. For a sheet bonded firmly to a much thicker strip, the strip dictates both strains, and $\nu$ is the Poisson ratio of the strip.

The G band comes from the in-plane optical vibration in which the two sublattices, A and B, move against each other. The light used in Raman scattering has a wavelength far longer than the lattice constant, so the vibration is taken at zero wavevector. Its unstrained frequency is $\omega_0$. Frequencies and their shifts are quoted as wavenumbers in $\mathrm{cm}^{-1}$; the relations between them are linear or homogeneous, so the conversion factor cancels.

Let $\mathbf u=\mathbf u_B-\mathbf u_A$ be the relative displacement, and let $E(\mathbf u,\varepsilon)$ be the energy per cell with the electrons in their ground state. Translating the whole crystal costs no energy, so $E$ contains the displacements through $\mathbf u$ alone. The two atoms have the same mass $m$ and obey
\begin{equation}
m\ddot{\mathbf u}_B=-\frac{\partial E}{\partial\mathbf u},\qquad
m\ddot{\mathbf u}_A=+\frac{\partial E}{\partial\mathbf u}.
\end{equation}
Subtracting gives $\mu\ddot{\mathbf u}=-\partial E/\partial\mathbf u$ with $\mu=m/2$. Adding gives zero acceleration of the centre of mass, which is the acoustic motion. The optical motion is therefore a two-component problem, also in the strained crystal. For small oscillations about equilibrium, the squared frequencies are the eigenvalues of
\begin{equation}
D_{ij}=\frac1\mu\,\frac{\partial^2E}{\partial u_i\,\partial u_j}.
\end{equation}

Without strain the lattice is unchanged by a rotation through $120^\circ$. If $D$ had two different eigenvalues, its two eigenvectors would define two fixed perpendicular lines, and the rotation would have to carry each line into itself. It does not, so the eigenvalues are equal and $D=\omega_0^2\,\mathbf 1$. This is the twofold degeneracy of the G mode.

To first order in strain, the change of $D$ is a general linear function,
\begin{equation}
\delta D_{ij}=\sum_{kl}K_{ijkl}\,\varepsilon_{kl},
\label{eq:K}
\end{equation}
symmetric in $ij$ and in $kl$. Each symmetric tensor has three independent components, so there are nine constants before symmetry is used. Let $R$ be a rotation or reflection that maps the unstrained lattice onto itself. Applying it to the strained crystal rotates the strain and the vibrations together, hence
\begin{equation}
\delta D(R\varepsilon R^{T})=R\,\delta D(\varepsilon)\,R^{T}.
\label{eq:cov}
\end{equation}
Some operations, such as the rotation by $60^\circ$ about a hexagon centre, exchange the sublattices. Then $\mathbf u$ becomes $-R\mathbf u$. The extra sign occurs twice in a quadratic form and cancels, so Eq.~\eqref{eq:cov} holds for these operations as well.

The condition is easiest to apply to the combinations
\begin{equation}
M_0=M_{xx}+M_{yy},\qquad M_2=M_{xx}-M_{yy}+2iM_{xy}
\end{equation}
of a symmetric tensor $M$. For the tensor $n_in_j$ built from a unit vector at angle $\theta$, these are $1$ and $\cos2\theta+i\sin2\theta=e^{2i\theta}$. Every symmetric tensor is a sum of such terms. A rotation by $\phi$ therefore leaves $M_0$ unchanged and multiplies $M_2$ by $e^{2i\phi}$. The most general form of Eq.~\eqref{eq:K} is
\begin{align}
\delta D_0&=a\,\varepsilon_0+b\,\varepsilon_2+b^*\varepsilon_2^*,\\
\delta D_2&=c\,\varepsilon_0+d\,\varepsilon_2+f\,\varepsilon_2^*,
\end{align}
with $a$ real and $b,c,d,f$ complex, which makes nine real constants as required.

Now rotate by $\phi=120^\circ$. In the first line the left side is unchanged while $\varepsilon_2$ gains a factor $e^{2i\phi}\neq1$, so $b=0$. In the second line the left side gains $e^{2i\phi}$ while $\varepsilon_0$ is unchanged, so $c=0$. The term in $d$ has the same factor on both sides and survives. The last term requires $f e^{-2i\phi}=f e^{2i\phi}$, that is, $f=0$ unless $e^{4i\phi}=1$. At $120^\circ$ this factor is $e^{i480^\circ}=e^{i120^\circ}$, so $f=0$. Finally, the reflection $y\to-y$ replaces $M_2$ by $M_2^*$, which requires $d$ to be real. Two real constants remain.

The threefold axis and the mirror both do necessary work. With the axis alone, $d$ may be complex and three constants remain. For a square lattice with mirrors, $\phi=90^\circ$ gives $e^{4i\phi}=1$, a real $f$ survives, and there are again three constants; the splitting would then depend on the direction of pull. Direct averaging of $K$ over the group operations gives the same counts, as the numerical output shows.

Write $a=A+B$ and $d=A-B$. Returning to tensor components,
\begin{equation}
\delta D=\tfrac12(A+B)\,\varepsilon_0\,\mathbf 1
+(A-B)\left(\varepsilon-\tfrac12\varepsilon_0\,\mathbf 1\right).
\label{eq:D}
\end{equation}
As a check of the factors, the $xx$ element is $\tfrac12(A+B)(\varepsilon_{xx}+\varepsilon_{yy})+\tfrac12(A-B)(\varepsilon_{xx}-\varepsilon_{yy})=A\varepsilon_{xx}+B\varepsilon_{yy}$. Thus $A$ measures the effect of strain along the motion, and $B$ the effect of strain across it.

One contribution needs separate attention. When the cell is sheared, the two sublattices also shift relative to each other until the forces vanish. Let $w=u_x+iu_y$ describe this internal displacement. A rotation by $120^\circ$ multiplies $w$ by $e^{i\phi}$, and the linear term with the same factor is $\varepsilon_2^*$, because $e^{-2i\phi}=e^{i\phi}$ when $3\phi=360^\circ$. Thus $w=\zeta\varepsilon_2^*$, with $\zeta$ real by the mirror, and equal biaxial strain causes no such shift. The shift acts on $D$ through the cubic part of the energy. The cubic invariant allowed by the lattice is $\mathrm{Re}\,w^3=u_x^3-3u_xu_y^2$. Its second derivatives are $6u_x$, $-6u_x$ and, for the mixed one, $-6u_y$. Their trace is zero, and their $M_2$ combination is $12u_x-12iu_y=12w^*$, which is proportional to $\varepsilon_2$. The internal shift therefore changes the value of $A-B$, but neither $A+B$ nor the form of Eq.~\eqref{eq:D}.

Equation~\eqref{eq:D} is built from $\varepsilon$ and the unit tensor, so it is diagonal in the principal axes of strain. Let $\varepsilon_l$ and $\varepsilon_t$ be the principal strains. The eigenvalue for motion along $\mathbf l$ is
\begin{equation}
\delta(\omega_\parallel^2)=\tfrac12(A+B)(\varepsilon_l+\varepsilon_t)
+\tfrac12(A-B)(\varepsilon_l-\varepsilon_t),
\end{equation}
and for motion along $\mathbf t$ the second term changes sign. Since $\delta(\omega^2)=2\omega_0\,\delta\omega$ to first order, division by $2\omega_0$ gives the frequency shifts. Define the Gr\"uneisen parameter $\gamma$ and the dimensionless shear deformation potential $\beta$ by
\begin{equation}
\gamma=-\frac{A+B}{4\omega_0^2},\qquad
\beta=\frac{B-A}{2\omega_0^2}.
\end{equation}
Then $(A+B)/(4\omega_0)=-\gamma\omega_0$ and $(A-B)/(4\omega_0)=-\tfrac12\beta\omega_0$, so that
\begin{align}
\Delta\omega_\parallel&=-\gamma\omega_0(\varepsilon_l+\varepsilon_t)
-\tfrac12\beta\omega_0(\varepsilon_l-\varepsilon_t),\label{eq:gen1}\\
\Delta\omega_\perp&=-\gamma\omega_0(\varepsilon_l+\varepsilon_t)
+\tfrac12\beta\omega_0(\varepsilon_l-\varepsilon_t).\label{eq:gen2}
\end{align}
Under equal biaxial strain $e$ both shifts are $-2\gamma\omega_0e$. The relative change of area is $2e$, so $\gamma$ is the relative softening per relative increase of area.

For the strain of Eq.~\eqref{eq:strain}, $\varepsilon_l+\varepsilon_t=(1-\nu)\varepsilon$ and $\varepsilon_l-\varepsilon_t=(1+\nu)\varepsilon$. The two branches and their splitting are
\begin{align}
\Delta\omega_\parallel&=-\gamma\omega_0(1-\nu)\varepsilon
-\tfrac12\beta\omega_0(1+\nu)\varepsilon,\label{eq:par}\\
\Delta\omega_\perp&=-\gamma\omega_0(1-\nu)\varepsilon
+\tfrac12\beta\omega_0(1+\nu)\varepsilon,\label{eq:perp}\\
\omega_\perp-\omega_\parallel&=\beta\omega_0(1+\nu)\varepsilon.
\label{eq:split}
\end{align}

The change of area moves both branches together, and the change of shape separates them. Symmetry fixes this form but not the sign of $\beta$. If $\beta>0$, tension puts the branch that vibrates along the pull below the other, and compression reverses the order. At $\nu=-1$ the strain is equal in all directions and the splitting vanishes. At $\nu=1$ the area is constant to first order and the mean shift vanishes. For positive $\gamma$ and $\beta$, both branches soften under tension if $\gamma(1-\nu)>\tfrac12\beta(1+\nu)$, which means $\nu<(2\gamma-\beta)/(2\gamma+\beta)$.

The formula is of first order in strain. At second order, the threefold axis and mirror allow
\begin{equation}
\delta D_2^{(2)}=g\,\varepsilon_0\varepsilon_2+h\,(\varepsilon_2^*)^2,
\end{equation}
with real $g$ and $h$; the last term is allowed because $e^{-4i\phi}=e^{2i\phi}$ at $120^\circ$. If $\mathbf l$ lies at angle $\theta$ to a bond, $\varepsilon_2=(1+\nu)\varepsilon e^{2i\theta}$. The difference of the diagonal elements along $\mathbf l$ and $\mathbf t$ is $\mathrm{Re}(e^{-2i\theta}\delta D_2)$, and the $h$ term contributes $h(1+\nu)^2\varepsilon^2\cos6\theta$ to it. The splitting thus acquires a dependence on crystal direction at order $\varepsilon^2$, while the mean shift does not. The part proportional to $\sin6\theta$ turns the vibration axes away from $\mathbf l$ and $\mathbf t$ by an angle of order $\varepsilon$. If $\beta$ were close to zero, these terms could rival the linear splitting and the formula would fail.

Carriers also shift the band. Electrons mix with the vibration through vertical transitions from $-E$ to $E$, measured from the Dirac point. In second-order perturbation theory, with $E_{\rm ph}$ the phonon energy, each transition lowers the phonon energy in proportion to
\begin{equation}
\frac1{2E-E_{\rm ph}}+\frac1{2E+E_{\rm ph}}
=\frac{E}{E^2-E_{\rm ph}^2/4}.
\end{equation}
For $E<E_{\rm ph}/2$ this expression is negative, and the transition raises the phonon energy instead. The density of states supplies another factor $E$. A Fermi energy $E_F$, of either sign, blocks the transitions with $E<|E_F|$ and removes their contribution. With a dimensionless coupling $\alpha$, the zero-temperature shift is the principal value
\begin{align}
\Delta E_{\rm ph}&=\alpha\,\mathrm P\!\!\int_0^{|E_F|}\frac{E^2\,dE}{E^2-E_{\rm ph}^2/4}\nonumber\\
&=\alpha\left[|E_F|+\frac{E_{\rm ph}}4
\ln\left|\frac{2|E_F|-E_{\rm ph}}{2|E_F|+E_{\rm ph}}\right|\right].
\label{eq:dope}
\end{align}
The second line follows from $E^2/(E^2-q^2)=1+q^2/(E^2-q^2)$ with $q=E_{\rm ph}/2$, whose last term integrates to $(q/2)\ln|(E-q)/(E+q)|$. This estimate leaves out the change of lattice constant caused by the added charge. In the unstrained lattice the shift is the same for both branches, by the argument that made $D$ a multiple of the unit tensor.

Symmetry leaves two constants in the linear strain response of the G band: $\gamma$ for the common shift of the two branches and $\beta$ for their splitting, while carriers in the unstrained lattice shift both branches together. It remains to obtain $\gamma$ and $\beta$ from a simple lattice model and to apply the formulas to graphene on a stretched strip.
